# Second-Order Dipole Response of Isotropic Fluids: What Rotational Averaging Leaves

## The argument under review

The manuscript reasons as follows. A fluid has no preferred direction. Reversing every electric field should therefore reverse the polarization. A polarization quadratic in the fields is unchanged by that reversal, so it must equal its own negative and vanish. The authors conclude that no second-order electric-dipole signal, whether a coherent beam or scattered light, can come from the bulk of a fluid.

The second sentence does not support the third. Having no preferred direction means that the fluid looks the same after any rotation. Reversing all polar vectors is an inversion, which is not a rotation. Inversion turns a left-handed molecule into a right-handed one, and a fluid containing an excess of one hand is changed by it. The extension to scattered light needs a separate objection, because scattered power depends on the mean square of a molecular dipole and not on its mean.

The question is then what rotations alone permit. I consider a bulk fluid of freely oriented molecules, with no orienting field. I keep electric dipoles only and set local-field factors to one.

## The rotational average

Let two fields $\mathbf E_1\cos\omega_1t$ and $\mathbf E_2\cos\omega_2t$ act on a molecule, and let $\omega_3=\omega_1+\omega_2$. The hyperpolarizability $\beta_{ijk}(-\omega_3;\omega_1,\omega_2)$ is defined by the dipole amplitude at $\omega_3$,

$$p_i=\tfrac12\beta_{ijk}E_{1j}E_{2k}. \tag{1}$$

Repeated indices are summed, $j$ belongs to $\omega_1$, and $k$ to $\omega_2$. The factor comes from the static expansion $p_i=\tfrac12\beta_{ijk}E_jE_k$. Its two cross terms are equal and add to $\beta_{ijk}E_{1j}E_{2k}\cos\omega_1t\cos\omega_2t$, and the product of cosines contains $\tfrac12\cos\omega_3t$.

Lower-case indices refer to molecular axes and capitals to laboratory axes. With $R$ the rotation between them, $\beta_{IJK}=R_{Ii}R_{Jj}R_{Kk}\beta_{ijk}$. The average $T_{IJK}=\langle\beta_{IJK}\rangle$ over all orientations is unchanged by any further rotation.

A half-turn about $Z$ reverses $X$ and $Y$. A nonzero component must therefore contain an even total number of $X$ and $Y$ indices. A half-turn about $X$ requires an even total number of $Y$ and $Z$ indices. The numbers of $X$, $Y$ and $Z$ indices thus have the same parity. They add to three, so each is one.

A quarter-turn about $Z$ takes $X$ to $Y$ and $Y$ to $-X$. Invariance gives $T_{XYZ}=-T_{YXZ}$, and likewise for the other components. Quarter-turns about the other axes give a sign change for the other exchanges of labels. Hence $T_{IJK}=c\,\varepsilon_{IJK}$, where $\varepsilon_{IJK}$ is the Levi-Civita symbol.

To find $c$, contract with $\varepsilon_{IJK}$. For every orientation

$$\varepsilon_{IJK}R_{Ii}R_{Jj}R_{Kk}=(\det R)\,\varepsilon_{ijk}=\varepsilon_{ijk},$$

so the contraction of $\beta_{IJK}$ has the same value before and after averaging. Since $\varepsilon_{IJK}\varepsilon_{IJK}=6$,

$$\langle\beta_{IJK}\rangle=\frac{B}{6}\varepsilon_{IJK},\qquad B=\varepsilon_{ijk}\beta_{ijk}. \tag{2}$$

For number density $N$, equations (1) and (2) give the polarization amplitude

$$\mathbf P(\omega_3)=\frac{NB}{12}\,\mathbf E_1\times\mathbf E_2
=\varepsilon_0\chi\,\mathbf E_1\times\mathbf E_2,
\qquad \chi=\frac{NB}{12\varepsilon_0}. \tag{3}$$

Here $\varepsilon_0$ with a single subscript zero is the vacuum permittivity. Rotational symmetry leaves one number, and the manuscript has set it to zero without a reason.

## When that number vanishes

**Mirror images.** For a reflection $M$, the same determinant identity gives $B'=(\det M)B=-B$. An achiral molecule can be rotated onto its mirror image, while $B$ is unchanged by rotation. It therefore has $B=-B=0$. In a mixture of the two hands, $NB$ becomes $(N_+-N_-)B$, which vanishes for a racemate. Chirality permits a nonzero $B$, but does not ensure one at every frequency.

**Second harmonic.** If both inputs have frequency $\omega$, their fields combine into one amplitude $\mathbf E$, and the dipole at $2\omega$ is $\tfrac14\beta_{ijk}E_jE_k$. The factor $\tfrac14$ comes from $\tfrac12\cos^2\omega t=\tfrac14(1+\cos2\omega t)$. Because $E_jE_k$ is symmetric, $\beta_{ijk}$ can be taken symmetric in $j,k$. Its contraction with the antisymmetric $\varepsilon_{ijk}$ is zero. Thus the coherent bulk dipole polarization at $2\omega$ vanishes for chiral and achiral fluids alike. The argument uses only the interchangeability of the two field factors, so damping does not alter it.

**One static field.** The case $\omega_2=0$ needs more information about the molecule. Take a non-degenerate ground state, real stationary states and no loss. Set $\hbar=1$ and measure energies $\mathcal E_n$ from the ground state. Replace the dipole operator by $\bar\mu=\mu-\mu_{00}$. In the interaction $-\mu\cdot\mathbf E(t)$ this removes a number multiplying the field, which changes only the phase of the state. It also shifts the observed dipole by a constant.

A field component $\tfrac12E_be^{-i\omega_bt}$ produces the first-order coefficient

$$c_n^{(1)}=\frac{\tfrac12E_b\,\bar\mu^b_{n0}}{\mathcal E_n-\omega_b},$$

as follows from $\omega_bc_n=\mathcal E_nc_n-\tfrac12E_b\bar\mu^b_{n0}$. There is no ground-state coefficient at this order because $\bar\mu_{00}=0$. Acting with $b$ after $c$ gives, by the same step,

$$c_m^{(2)}=\frac{\tfrac14E_bE_c\,\bar\mu^b_{mn}\bar\mu^c_{n0}}
{(\mathcal E_m-\omega_b-\omega_c)(\mathcal E_n-\omega_c)},$$

summed over $n$. A second-order ground-state coefficient does not contribute to the dipole, again because $\bar\mu_{00}=0$.

The second-order dipole is $\langle0|\bar\mu|\psi_2\rangle+\langle\psi_1|\bar\mu|\psi_1\rangle+\langle\psi_2|\bar\mu|0\rangle$. In a bra, complex conjugation reverses the sign of each frequency, so a factor $e^{-i\omega t}$ there comes with a denominator containing $+\omega$. Each expression has two orders of the input fields. The six terms combine into

$$\beta_{ijk}=\sum_{\text{orders }abc}\ \sum_{m,n\ne0}
\frac{\bar\mu^a_{0m}\bar\mu^b_{mn}\bar\mu^c_{n0}}
{(\mathcal E_m+\omega_a)(\mathcal E_n-\omega_c)}, \tag{4}$$

where $a,b,c$ run over the orders of the pairs $(i,-\omega_3)$, $(j,\omega_1)$ and $(k,\omega_2)$. The coefficient of $e^{-i\omega_3t}$ is $\tfrac14\beta_{ijk}E_{1j}E_{2k}$. Adding the complex conjugate doubles it in the cosine amplitude, in agreement with (1).

Equation (4) is unchanged when index-frequency pairs are permuted. Exchanging two frequencies alone is therefore equivalent to exchanging two indices, and reverses $B$. Reversing all frequencies changes the denominator in (4) to $(\mathcal E_m-\omega_a)(\mathcal E_n+\omega_c)$. For real states this is the term of order $cba$ at the original frequencies, with $m$ and $n$ renamed. Hence $B$ is even under reversal of all frequencies.

For the frequencies $(-\omega,\omega,0)$, exchanging the first two is the same as reversing all three. The exchange gives $-B$ and the reversal gives $+B$, so $B=0$. Under these lossless conditions the averaged linear electro-optic response also vanishes. The proof does not cover damping or magnetic states.

## A molecule for which it survives

A symmetry argument shows what is allowed. To show that $B$ need not vanish, take one electron of charge $-e$ and mass $m$ in

$$V=\frac m2\sum_i\Omega_i^2x_i^2+Axyz.$$

With three different $\Omega_i$ and $A\ne0$ this is a chiral model, and reflecting one axis changes the sign of $A$. The cubic term makes $V$ unbounded below at large distance, so I use it to first order in $A$ about the oscillator ground state.

For distinct $i,j,k$, Ehrenfest's equation is

$$m\frac{d^2\langle x_i\rangle}{dt^2}=-m\Omega_i^2\langle x_i\rangle-A\langle x_jx_k\rangle-eE_i(t).$$

At $A=0$ the three axes are independent and the state remains a product. Hence $\langle x_jx_k\rangle=\langle x_j\rangle\langle x_k\rangle$ in the term already multiplied by $A$. With $D_i(\omega)=\Omega_i^2-\omega^2$, the driven motion at $A=0$ is

$$\langle x_j\rangle=-\frac em\left[\frac{E_{1j}\cos\omega_1t}{D_j(\omega_1)}+\frac{E_{2j}\cos\omega_2t}{D_j(\omega_2)}\right].$$

The product $\langle x_j\rangle\langle x_k\rangle$ has the amplitude at $\omega_3$

$$\frac{e^2}{2m^2}\left[\frac{E_{1j}E_{2k}}{D_j(\omega_1)D_k(\omega_2)}+\frac{E_{1k}E_{2j}}{D_k(\omega_1)D_j(\omega_2)}\right].$$

The response of $\langle x_i\rangle$ is this amplitude times $-A/[mD_i(\omega_3)]$. Multiplication by $-e$ gives the dipole, and the two minus signs cancel. Comparison with (1) yields

$$\beta_{ijk}=\frac{Ae^3}{m^3D_i(\omega_3)D_j(\omega_1)D_k(\omega_2)}
\qquad(i,j,k\text{ distinct}). \tag{5}$$

Components with a repeated index are zero at this order.

The contraction with $\varepsilon_{ijk}$ is a determinant. Write $a_i=\Omega_i^2$ and $(s_0,s_1,s_2)=(\omega_3^2,\omega_1^2,\omega_2^2)$. Then $B=(Ae^3/m^3)\Delta$, where $\Delta$ is the determinant with rows $n=0,1,2$, columns $i=x,y,z$ and entries $1/(a_i-s_n)$.

Subtract column $x$ from the other two. Each new entry is

$$\frac1{a_i-s_n}-\frac1{a_x-s_n}=\frac{a_x-a_i}{(a_i-s_n)(a_x-s_n)}.$$

Take $(a_x-a_y)(a_x-a_z)$ out of the columns and $1/(a_x-s_n)$ out of each row. The first column now contains ones. Subtract row 0 from rows 1 and 2, whose entries in columns $y,z$ become

$$\frac1{a_i-s_n}-\frac1{a_i-s_0}=\frac{s_n-s_0}{(a_i-s_n)(a_i-s_0)}.$$

Take out $(s_1-s_0)(s_2-s_0)$ from the rows and $1/[(a_y-s_0)(a_z-s_0)]$ from the columns. The remaining $2\times2$ determinant has numerator

$$(a_z-s_1)(a_y-s_2)-(a_y-s_1)(a_z-s_2)=(a_z-a_y)(s_1-s_2)$$

over the product of its four denominators. Reversing the signs of two factors in each of the earlier pairs changes nothing, so

$$B=\frac{Ae^3}{m^3}\,
\frac{(a_y-a_x)(a_z-a_x)(a_z-a_y)(s_0-s_1)(s_0-s_2)(s_1-s_2)}
{\prod_{i,n}(a_i-s_n)}. \tag{6}$$

If two wells are equal, exchanging their axes is a mirror operation that preserves $V$, and (6) vanishes. It also vanishes at $\omega_1=\omega_2$. Since $s_0-s_1=\omega_2(2\omega_1+\omega_2)$, it vanishes at $\omega_2=0$ too, and since $s_0-s_2=\omega_1(\omega_1+2\omega_2)$, likewise at $\omega_1=0$. Away from these zeros and from resonance, $B$ is finite and nonzero. If all frequencies are scaled down together, the numerator falls as their sixth power, while the individual components in (5) approach nonzero constants. In this model the averaged response far below resonance is therefore much weaker than the molecular hyperpolarizability suggests.

## Size of the effect in the model

In atomic units, let the well quanta be $0.30$, $0.40$ and $0.50$ hartree, with $A=0.001$ hartree/bohr$^3$. Let the input quanta be $0.20$ and $0.05$ hartree. The output quantum is $0.25$ hartree, or $6.80$ eV. Equation (5) gives, in the order $xyz,xzy,yxz,yzx,zxy,zyx$,

$$B=1.22436-1.09943-0.82880+0.55817+0.67725-0.50794\simeq0.0236\ \text{a.u.}$$

The small result comes from cancellation between components of order one. Diagonalizing the model in a finite oscillator basis changes $B$ by $3.5\times10^{-4}$ relative to its first-order value. At half the coupling the relative change is $8.8\times10^{-5}$, four times smaller, as expected for an error quadratic in $A$.

With the output held at $0.25$ hartree, $B$ is $0$, $0.0154$, $0.0236$, $0.0087$ and $0$ a.u. for $\omega_2=0$, $0.01$, $0.05$, $0.10$ and $0.125$ hartree. The two end points are the static-field and second-harmonic zeros.

For $N=5\times10^{27}\ \mathrm{m^{-3}}$ of one hand, conversion of $B$ to SI units in (3) gives $\chi=3.56\times10^{-17}\ \mathrm{m/V}$, or $3.56\times10^{-5}\ \mathrm{pm/V}$. These values belong to the chosen model and are not estimates for a particular liquid.

The beam geometry matters as well. For collinear beams both fields are transverse, so $\mathbf E_1\times\mathbf E_2$ lies along the propagation direction. A dipole does not radiate along its own axis, and there is no forward signal from this term. An experiment in that geometry could therefore miss a nonzero $\chi$. If the beams cross at an angle $\theta$ and both fields lie in the plane of the beams, the fields also make an angle $\theta$. The source is then normal to the plane, hence transverse to $\mathbf k_1+\mathbf k_2$, and proportional to $\sin\theta$. For field amplitudes of $10^8$ V/m and $\theta=30^\circ$,

$$P=\varepsilon_0\chi E_1E_2\sin30^\circ=1.58\times10^{-12}\ \mathrm{C/m^2}.$$

This is the local source. How the emitted beam grows with path length depends in addition on phase matching.

## The separate error about scattered light

Consider $M$ independently oriented molecules radiating in phase towards a detector, and let $p_r$ be the detected dipole component of molecule $r$. Separating equal from unequal molecules in the squared sum gives

$$\left\langle\Big(\sum_rp_r\Big)^2\right\rangle
=M\langle p^2\rangle+M(M-1)\langle p\rangle^2. \tag{7}$$

The second term is the coherent signal. For the second harmonic $\langle p\rangle=0$ removes it, but the first term can remain. This is hyper-Rayleigh scattering.

In the model, let the field lie along $Z$, and let $\mathbf n$ be the direction of $Z$ in molecular axes. Write $b_x=\beta_{xyz}(-2\omega;\omega,\omega)$, with $b_y,b_z$ its cyclic partners. Two equal terms contribute along each molecular axis, for example $2b_xn_yn_z$ along $x$. Projection on $Z$ gives

$$\beta_{ZZZ}=2(b_x+b_y+b_z)n_xn_yn_z.$$

The averages of $\mathbf n$ follow from a vector $\mathbf g=r\mathbf n$ with three independent normal components of unit variance. Its length and direction are independent. The moments $\langle g_i^2\rangle=1$, $\langle g_i^4\rangle=3$ and $\langle g_i^6\rangle=15$ give

$$\langle r^4\rangle=3\cdot3+6=15,\qquad
\langle r^6\rangle=3\cdot15+3\cdot6\cdot3+6=105.$$

Since $\langle g_x^2g_y^2\rangle=\langle g_x^2g_y^2g_z^2\rangle=1$, it follows that $\langle n_x^2n_y^2\rangle=1/15$ and $\langle n_x^2n_y^2n_z^2\rangle=1/105$. Therefore

$$\langle\beta_{ZZZ}^2\rangle=\frac{4(\sum_ib_i)^2}{105},\qquad
\sum_I\langle\beta_{IZZ}^2\rangle=\frac{4\sum_ib_i^2}{15}.$$

The $X$ and $Y$ contributions to the last sum are equal by rotation about $Z$, so

$$\langle\beta_{XZZ}^2\rangle=\frac12\left[\frac{4\sum_ib_i^2}{15}-\frac{4(\sum_ib_i)^2}{105}\right].$$

The total is positive whenever any $b_i$ is nonzero. Making two wells equal renders the molecule achiral but leaves the $b_i$ in (5) nonzero. Incoherent second-harmonic scattering therefore does not require chirality.

For an input quantum of $0.125$ hartree, $(b_x,b_y,b_z)=(1.075,0.588,0.497)$ a.u. The mean squares are $4(2.160)^2/105=0.178$ for $ZZZ$ and $0.144$ for $XZZ$, both in squared atomic units. Their ratio is $0.81$.

Equation (7) also puts the weak sum-frequency response in proportion. Take inputs along $X$ and $Y$ and detect the $Z$ component. The printed mean square is $\langle\beta_{ZXY}^2\rangle=0.1237$, while the mean is $B/6=0.003936$. The two terms in (7) are equal when

$$M=1+\frac{0.1237}{(0.003936)^2}\simeq8.0\times10^3.$$

At the chosen density these molecules occupy a cube of side about $12$ nm. For larger numbers radiating in phase, the coherent term is the greater one, despite the small average per molecule.

## Changes required

The manuscript's conclusion should be replaced by three separate statements. Coherent bulk dipole emission at the second harmonic vanishes by rotational averaging. Sum-frequency polarization is allowed in a non-racemic chiral fluid and has the form (3). Incoherent second-harmonic scattering is governed by a mean square and, for linearly polarized input, survives in achiral fluids as well, provided the individual molecule has a nonzero $\beta_{ijk}(-2\omega;\omega,\omega)$, although a particular detected component may vanish; a molecule with an inversion centre has $\beta_{ijk}=-\beta_{ijk}=0$ and gives none in this treatment. The numerical check checks the averages, the model response and the ensemble formula numerically.

The authors should also state their geometry and frequencies. A null result with collinear beams, or with nearly equal input frequencies, does not establish that the fluid has no second-order dipole response.

## Computed values

```
Well quanta x, y, z (hartree): 0.30 0.40 0.50
Chiral coupling A (hartree/bohr^3): 0.0010
Input quantum 1 (hartree): 0.200
Input quantum 2 (hartree): 0.050
Sum-frequency quantum (hartree): 0.250
Sum-frequency quantum (eV): 6.803
Sum-frequency beta components (a.u.):
  beta_xyz: 1.22436
  beta_xzy: 1.09943
  beta_yxz: 0.82880
  beta_yzx: 0.55817
  beta_zxy: 0.67725
  beta_zyx: 0.50794
Pseudoscalar B, first order (a.u.): 0.023619
Pseudoscalar B, diagonalization (a.u.): 0.023627
Relative deviation at A: 3.532e-04
Relative deviation at A/2: 8.829e-05
Mean beta_XYZ = B/6 (a.u.): 0.003936
Number density (m^-3): 5.00e+27
chi_XYZ (m/V): 3.5637e-17
chi_XYZ (pm/V): 3.5637e-05
Each field amplitude (V/m): 1.00e+08
Beam crossing angle (degrees): 30.0
Polarization amplitude at w3 (C/m^2): 1.5777e-12
B at fixed w3, for several w2 (hartree; a.u.):
  w2 = 0.000: B = 0.000000
  w2 = 0.010: B = 0.015373
  w2 = 0.050: B = 0.023619
  w2 = 0.100: B = 0.008655
  w2 = 0.125: B = 0.000000
Second-harmonic input quantum (hartree): 0.125
Second-harmonic b_x, b_y, b_z (a.u.): 1.07464 0.58838 0.49668
Hyper-Rayleigh <beta_ZZZ^2> (a.u.^2): 0.177689
Hyper-Rayleigh <beta_XZZ^2> (a.u.^2): 0.144188
Depolarization ratio XZZ/ZZZ: 0.8115
Sum-frequency <beta_ZXY^2> (a.u.^2): 0.123656
Molecules for coherent = incoherent: 7.9812e+03
Side of cube holding them (nm): 11.687
Ensemble test, molecules per sample: 40
SHG ensemble power / incoherent power: 0.991
Near-resonant SFG power / incoherent: 31.594
```
